# Ten-electron counting for O, N, C and H on single-atom alloys

## Problem

A single-atom alloy carries isolated dopant atoms in the surface of a host metal. The ten-electron count rule, a regularity found in density-functional calculations, says that an adsorbate binds most strongly when the dopant's valence electrons and the adsorbate's frontier electrons add up to ten. Build the dopant–adsorbate orbital diagram, use the rule to predict the best dopant column for O, N, C and H, and decide how much of the rule the diagram explains.

The dopant has five degenerate d orbitals at energy zero, holding $N$ electrons. The adsorbate has $M$ frontier orbitals at $e_a$, holding $n_a$ electrons: three 2p orbitals with $n_a=4,3,2$ for O, N, C, and one 1s orbital with $n_a=1$ for H. The 2s shell is inert. Orbitals are orthogonal, spins are paired, and the adsorbate's bonding to host atoms is constant along the row. At first $N$ is identified with the group number, so that all valence electrons of the dopant are counted in its d shell.

The example takes round parameters in the rough regime of a 4d dopant in a copper-like host: couplings $|V_\sigma|=1.5$ eV and $|V_\pi|=0.8$ eV, and effective levels $e_a=-1.5,-0.5,+0.5,-0.5$ eV for O, N, C, H. The binding energy $E_b$ is the energy of the complex minus that of its separated parts, so $E_b<0$ means binding.

## First estimate by scaling

Suppose that $e_a$ is small compared with the couplings. An electron in a bonding orbital then gains about $|V|$, one in an antibonding orbital costs about $|V|$, and a nonbonding one changes nothing.

If each adsorbate orbital pairs with one d orbital, there are $M$ bonding, $5-M$ nonbonding and $M$ antibonding orbitals. The first two groups hold

$$2M+2(5-M)=10$$

electrons, whatever $M$ is. Antibonding orbitals start to fill beyond $N+n_a=10$. The rule's columns, $N=10-n_a$, are therefore **6 for O, 7 for N, 8 for C and 9 for H**. In the 4d row these are Mo, Tc, Ru and Rh.

With all bonds filled, the estimated energy is $-2(1.5+0.8+0.8)=-6.2$ eV for O, N and C, and $-2(1.5)=-3.0$ eV for H. The first electron past ten should cost about 0.8 eV for the p adsorbates and 1.5 eV for H.

## Exact solution of the isolated unit

**Pairing.** Put the bond along $z$. Rotation about this axis lets $p_z$ couple only to $d_{z^2}$ (strength $V_\sigma$), $p_x$ to $d_{xz}$ and $p_y$ to $d_{yz}$ (both $V_\pi$). The H 1s orbital couples only to $d_{z^2}$. Another bond direction merely mixes the degenerate d orbitals among themselves, and likewise the p orbitals. These orthogonal changes of basis leave the three pair strengths unchanged, so the diagram also holds for a tilted bond at a hollow site.

**Levels.** With amplitudes $c_d,c_a$, each pair obeys

$$e\,c_d=Vc_a,\qquad (e-e_a)c_a=Vc_d .$$

Multiplying the two equations and cancelling $c_dc_a$ gives $e(e-e_a)=V^2$, hence

$$e_\pm=\tfrac12\left(e_a\pm\sqrt{e_a^2+4V^2}\right),\qquad e_+e_-=-V^2 .$$

The negative product puts one level below the d level and one above it, for either sign of $e_a$. For $e_a<0$, ten-electron closure thus requires that every adsorbate orbital be coupled. If the $\pi$ coupling of O is removed, two lone p orbitals at $-1.5$ eV join the filled set and closure moves to 14. For $e_a>0$, as for C, uncoupled p orbitals lie above the d level and stay empty, so closure remains at ten.

For O the bonding levels are $-2.43,-1.85,-1.85$ eV, the two nonbonding levels are at zero, and the antibonding levels are $0.35,0.35,0.93$ eV.

**Energy along the row.** The bare d electrons contribute zero and the free adsorbate $n_ae_a$. Moving to the next column adds one electron to the complex and one, at zero energy, to the bare dopant. At fixed parameters,

$$E_b(N+1)-E_b(N)=\text{energy of the next available level of the complex}.$$

This is negative while bonding orbitals fill, zero while nonbonding ones fill, and positive afterwards. The flat stretch is

$$2M-n_a\le N\le 10-n_a ,$$

which means columns 2–6 for O, 3–7 for N, 4–8 for C and 1–9 for H. On it, two electrons per bonding orbital give

$$E_b=2\sum_k e_{-,k}-n_ae_a=(M-n_a)e_a-\sum_k\sqrt{e_a^2+4V_k^2}.$$

For O the square roots are 3.354, 2.193 and 2.193 eV, so $E_b=1.5-7.74=-6.24$ eV, or $-602$ kJ/mol.

The diagram therefore explains why binding weakens past ten. It does not select ten from the flat stretch: the rule picks the last column of that stretch.

**What would make ten a unique optimum.** Suppose the d levels of the complex lie $\lambda>0$ below those of the bare dopant. Each nonbonding electron then contributes $-\lambda$, and binding strengthens up to ten. The pair equation becomes $(e+\lambda)(e-e_a)=V^2$, whose roots satisfy

$$e_+e_-=-\lambda e_a-V^2 .$$

The lower root lies below $-\lambda$. Binding weakens past ten if $e_+>0$, that is, if the product is negative. For $e_a>0$ this holds for every positive $\lambda$. For $e_a<0$ it requires

$$0<\lambda<\frac{V^2}{|e_a|},$$

with the weakest coupling setting the limit. For O this is $0.64/1.5=0.43$ eV; for N it is 1.28 eV and for H 4.5 eV. The shift $\lambda$ is an added premise, not a result of the diagram.

**Charging does not supply it.** Add $\tfrac12U(n_d-N)^2$, where $n_d$ is the d population of the complex. In mean field all d levels shift by $u=U(n_d-N)$. On the flat stretch the bonding orbitals are full and $m=N+n_a-2M$ electrons are nonbonding. If the bonding orbitals contain $b$ d electrons, then $n_d=b+m$ and $n_d-N=b+n_a-2M$. This does not contain $N$, so $u$ and $b$ are constant. Subtracting the double-counted interaction, the total energy is

$$2\sum_k e_{-,k}(u)+mu-un_d+\tfrac12U(n_d-N)^2 .$$

Since $mu-un_d=-ub$, no term depends on $N$: the stretch stays flat. With $U=1$ eV the first step past ten for O rises from 0.35 to 0.44 eV.

## The dopant in its host

A wide, flat host band turns each d level into a resonance, $0\to-i\Gamma$, with half width $\Gamma=0.2$ eV here. Let the complex levels of the unit be $z=x-ig$, measured from the host Fermi level. The number of states per spin that one resonance adds below energy $\omega$ is $\tfrac12+\pi^{-1}\arctan[(\omega-x)/g]$. Minus its integral from a deep cutoff $-D$ to zero is the grand potential

$$\Omega=x\left[\tfrac12-\frac1\pi\arctan\frac xg\right]+\frac{g}{2\pi}\ln(x^2+g^2)-\frac g\pi(1+\ln D).$$

The sum of all $g$ is $5\Gamma$ with or without the adsorbate, so the last term cancels in $E_b$. As a test, one coupled pair was compared with a band of discrete levels. The energy added per spin by the adsorbate orbital, before subtracting its free level energy, was $-1.486$ eV from the formula and $-1.490$ eV from the discrete band.

Metallic screening is represented by keeping the unit neutral. A common shift $v$ of its levels fixes the electron number $Q$, and the energy is $E=2\sum\Omega-vQ$. Because $v$ makes this expression stationary, $dE/dQ=-v$. The slope of $E_b$ is then $v_{\rm bare}-v_{\rm complex}$, and the optimum lies where the two shifts agree.

For small $\Gamma$ the bonding orbitals are full and the antibonding ones empty. The nonbonding and bare d resonances have the same centre and width, so equal shifts mean equal fractional fillings:

$$\frac{N+n_a-2M}{10-2M}=\frac N{10}.$$

Multiplying out, $10N+10n_a-20M=10N-2MN$, and therefore

$$N^*=10\left(1-\frac{n_a}{2M}\right).$$

The left-hand filling rises faster with $N$, so the slope of $E_b$ changes from negative to positive here and $E_b$ has a minimum. This gives 3.3, 5.0, 6.7 and 5.0 for O, N, C and H. A narrow resonance thus gives weaker binding on the early side, but places the optimum before ten.

At $\Gamma=0.2$ eV the optima are 4.3, 5.4, 6.4 and 5.1. These are local minima. Keeping a Lorentzian d shell neutral costs an energy that diverges logarithmically as $N\to0$ or $N\to10$, so $E_b$ falls without bound at both ends; for O and N it is already below the interior minimum at $N=9.9$. The broadened model is therefore used only for $N=1$–$9$ and does not describe a filled d shell. The directions of these shifts follow from the resonance tails. The level nearer the Fermi energy has the larger tail. For O, N and H it is antibonding and takes electrons from the nonbonding set, so matching needs a larger $N$. For C it is bonding, and the shift is reversed.

## Comparison of estimate and solution

| | $E_b$, estimate / exact (eV) | Step past ten, estimate / exact (eV) |
|---|---:|---:|
| O | −6.2 / −6.24 | 0.8 / 0.35 |
| N | −6.2 / −6.39 | 0.8 / 0.59 |
| C | −6.2 / −5.89 | 0.8 / 1.09 |
| H | −3.0 / −3.04 | 1.5 / 1.27 |

The estimate gives the bond energies within about 5% of the exact values for the isolated unit. It is poorer for the step, because $e_+\approx |V|+e_a/2$ contains a term linear in $e_a$. In $E_b$ that term is $(M-n_a)e_a$, which vanishes for N and H. For O it is $+1.5$ eV, but the larger square roots nearly compensate it.

The column comparison depends on how electrons are counted. If $N$ is the group number, choosing the rule's column in the broadened model costs 0.09, 0.14, 0.34 and 0.52 eV for O, N, C and H, relative to the optimum. If roughly one dopant electron is instead in sp states, the group number is $N+1$. The optima become 5.3, 6.4, 7.4 and 6.1, and closure moves to 7, 8, 9 and 10. The rule's columns then lie between these two ends. For O, N and C they are within about 0.02 eV of the best column; for H the loss is about 0.13 eV. At this width and with paired spins, the model thus supports the order O, N, C along the row, but not a distinct preference of H for column 9. The order is sensitive to the width. At $\Gamma=0.4$ eV the lowest energy for O and N within $N=1$–$9$ moves to $N=9$, because a nearly full bare d shell is costly to keep neutral in this wide-band model.

## Bearing on real alloys

The parameters are rough, and the energies omit overlap repulsion and correlation; they are not predictions for a named alloy. Real rows also change their parameters. Differentiating the energy with respect to the d level $e_d$ gives $dE_b/de_d=n_d-N=-q$, where $q$ is the number of electrons gained by the adsorbate. For O, $q=0.82$, so a d level falling by 0.5 eV per column weakens binding by about 0.41 eV per column to first order, or about 0.3 eV when the first such fall is computed in full; a second fall adds only 0.04 eV, because $q$ shrinks as the d level approaches $e_a$. A 5% fall in coupling, with other settings fixed, weakens it by another 0.25 eV. Near these parameters both favour earlier columns, and $\lambda$ would have to outweigh them; the window derived above assumes no such drift.

Spin pairing is a further uncertain assumption. With an exchange parameter $I=0.6$ eV, the bare dopant's spin energy is at most $Im^2/4$, where $m$ is the largest possible moment. At the rule's columns this bound is 2.4, 1.35, 0.60 and 0.15 eV for O, N, C and H. Near half filling the density of states per spin is $5/(\pi\Gamma)\approx8$ eV$^{-1}$, so $I$ times this density is about 4.8. That exceeds one, the mean-field threshold for a moment. A moment on the bare dopant would weaken binding to a closed-shell complex. In mean field, with $\Gamma=0.2$ eV, it lowers the bare dopant by about 1.9, 1.2, 0.5 and 0.06 eV at $N=5,6,7,8$. If the complex is kept paired, the best d count then becomes 8 for all four adsorbates, though only by 0.01 eV over $N=9$ for O and by 0.03 eV over $N=2$ for H, and the order O, N, C is lost. If the same exchange term also acts on the d shell of the complex, the best count is 7 for O and 8 for N, C and H, with $N=7$ only about 0.01 eV behind for the N adsorbate. The order is then only partly recovered. The column comparison above therefore holds only for paired spins; a calculation for a real dopant should allow spin polarization in both the bare and the covered surface.

The four columns are therefore a shortlist for calculation, conditional on the empirical rule. Differences of 0.02 eV are below the thermal energy of 0.043 eV at 500 K and do not separate neighbouring dopants. The full rows of binding energies are in the numerical output.

## Calculated quantities

```
couplings |V_sigma|, |V_pi|: 1.50, 0.80 eV
host half width Gamma: 0.20 eV; charging U: 1.00 eV
d-level fall per column: 0.50 eV
coupling fall per column: 5 %
exchange parameter: 0.60 eV; sp electrons: 1
thermal energy at 500 K: 0.043 eV
closure without pi coupling (O): 14 electrons
host test, band sum / formula: -1.4896 / -1.4861 eV
O: e_a -1.50 eV, n_a 4, orbitals b/nb/ab 3/2/3, ten-count column 6
  bonding [-2.427 -1.847 -1.847] antibonding [0.927 0.347 0.347] eV
  flat from N=2; E_b -6.240 eV = -602 kJ/mol
  rise past ten 0.347 eV, with U 0.443 eV
  charge gained 0.815 e; lam window 0 to 0.43 eV
  E_b N=1..9, isolated (eV): -4.39 -6.24 -6.24 -6.24 -6.24 -6.24 -5.89 -5.55 -5.20
  E_b N=1..9, in host (eV): -3.24 -4.61 -5.32 -5.41 -5.39 -5.32 -5.18 -5.04 -4.97
  host optimum N 4.30 (narrow limit 3.33); loss at ten 0.093 eV
  as group number: optimum 5.30, closure 7
  per column: d drift +0.408, coupling +0.249 eV; spin bound 2.40 eV
N: e_a -0.50 eV, n_a 3, orbitals b/nb/ab 3/2/3, ten-count column 7
  bonding [-1.771 -1.088 -1.088] antibonding [1.271 0.588 0.588] eV
  flat from N=3; E_b -6.394 eV = -617 kJ/mol
  rise past ten 0.588 eV, with U 0.752 eV
  charge gained 0.761 e; lam window 0 to 1.28 eV
  E_b N=1..9, isolated (eV): -4.22 -5.31 -6.39 -6.39 -6.39 -6.39 -6.39 -5.81 -5.22
  E_b N=1..9, in host (eV): -3.46 -4.12 -4.90 -5.31 -5.40 -5.39 -5.26 -5.02 -4.85
  host optimum N 5.40 (narrow limit 5.00); loss at ten 0.143 eV
  as group number: optimum 6.40, closure 8
  per column: d drift +0.380, coupling +0.300 eV; spin bound 1.35 eV
C: e_a 0.50 eV, n_a 2, orbitals b/nb/ab 3/2/3, ten-count column 8
  bonding [-1.271 -0.588 -0.588] antibonding [1.771 1.088 1.088] eV
  flat from N=4; E_b -5.894 eV = -569 kJ/mol
  rise past ten 1.088 eV, with U 1.268 eV
  charge gained 0.239 e; lam window any positive value
  E_b N=1..9, isolated (eV): -4.13 -4.72 -5.31 -5.89 -5.89 -5.89 -5.89 -5.89 -4.81
  E_b N=1..9, in host (eV): -3.67 -3.94 -4.31 -4.66 -4.86 -4.93 -4.91 -4.60 -4.03
  host optimum N 6.37 (narrow limit 6.67); loss at ten 0.337 eV
  as group number: optimum 7.37, closure 9
  per column: d drift +0.120, coupling +0.300 eV; spin bound 0.60 eV
H: e_a -0.50 eV, n_a 1, orbitals b/nb/ab 1/4/1, ten-count column 9
  bonding [-1.771] antibonding [1.271] eV
  flat from N=1; E_b -3.041 eV = -293 kJ/mol
  rise past ten 1.271 eV, with U 1.406 eV
  charge gained 0.164 e; lam window 0 to 4.50 eV
  E_b N=1..9, isolated (eV): -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04 -3.04
  E_b N=1..9, in host (eV): -1.89 -2.50 -2.61 -2.64 -2.65 -2.65 -2.62 -2.53 -2.14
  host optimum N 5.14 (narrow limit 5.00); loss at ten 0.515 eV
  as group number: optimum 6.14, closure 10
  per column: d drift +0.082, coupling +0.148 eV; spin bound 0.15 eV
```
